# Brown–Ravenhall dissolution in a finite basis: finding the degeneracy and projecting it out: verification in Python

```python
# RESULT UNDER TEST
# The two-electron Dirac-Coulomb matrix H has pair levels (one positive-energy
# and one negative-energy electron) that can be degenerate with the bound
# state.  At such a degeneracy the bound state splits by 2|v| into equal
# mixtures.  The projected matrix H++ (positive-energy orbitals only) has an
# isolated lowest state and shows no such splitting.
# SYMBOLS (hartree atomic units, one-electron energies measured from +mc^2)
#   Z nuclear charge, c speed of light, N number of Gaussian exponents alpha
#   eta common scale factor of the exponents
#   Phi, E0 ground state and energy of H++
#   omega_k, v_k levels of H in the complement of Phi, and their couplings to Phi
# Model: heliumlike ion, point nucleus, s1/2 orbitals only, total J = 0.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh, block_diag
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, gammainc
from sympy.physics.wigner import clebsch_gordan

c = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]
Z = 32
N = 12
A_MIN, A_MAX = 10.0, 1.0e6


def exponents(n):
    return np.geomspace(A_MIN, A_MAX, n)


def one_electron(alpha, charge):
    """Dirac matrix, overlap and normalization in the balanced basis."""
    p = alpha[:, None] + alpha[None, :]
    w = 4 * np.outer(alpha, alpha)

    def moment(n):
        return 0.5 * gamma((n + 1) / 2) * p ** (-(n + 1) / 2)

    s_large, s_small = moment(2), w * moment(4)
    h = np.block([[-charge * moment(1), c * s_small],
                  [c * s_small, -charge * w * moment(3) - 2 * c**2 * s_small]])
    s = block_diag(s_large, s_small)
    norm = 1 / np.sqrt(np.diag(s))
    return h * np.outer(norm, norm), s * np.outer(norm, norm), norm


def coulomb(p, q):
    """Monopole repulsion of r^2 or r^4 Gaussian densities: (22), (24), (44)."""
    s = p + q
    f = np.sqrt(np.pi) / 8 / (p * q * np.sqrt(s))
    return (f, f * (1 / q + 0.5 / s),
            f * (1 / (p * q) + 0.5 / (p * s) + 0.5 / (q * s) + 0.75 / s**2))


# symmetric pairs, ordered as ++, then +-, then --; orbitals 0..N-1 are negative
I, J = np.triu_indices(2 * N)
n_negative = (I < N).astype(int) + (J < N).astype(int)
order = np.argsort(n_negative, kind="stable")
I, J, n_negative = I[order], J[order], n_negative[order]
NPP = int(np.sum(n_negative == 0))


def pair_matrix(alpha, field):
    """H in pairs of eigenorbitals of the Dirac matrix with charge `field`."""
    h_field, s, norm = one_electron(alpha, field)
    eps, coef = eigh(h_field, s)
    h = coef.T @ one_electron(alpha, Z)[0] @ coef
    prim = coef * norm[:, None]
    large, small = prim[:N], prim[N:]
    m = 2 * N
    dens = np.vstack([
        np.einsum("ia,jc->ijac", x, x).reshape(N * N, m * m)
        for x in (large, small)])
    p = (alpha[:, None] + alpha[None, :]).ravel()
    w = (4 * np.outer(alpha, alpha)).ravel()
    k22, k24, k44 = coulomb(p[:, None], p[None, :])
    k24 = k24 * w[None, :]
    kernel = np.block([[k22, k24], [k24.T, k44 * np.outer(w, w)]])
    r = (dens.T @ (kernel @ dens)).reshape(m, m, m, m)
    i, j, k, l = I[:, None], J[:, None], I[None, :], J[None, :]
    ham = (r[i, k, j, l] + r[i, l, j, k]
           + h[i, k] * (j == l) + h[j, l] * (i == k)
           + h[i, l] * (j == k) + h[j, k] * (i == l))
    factor = 1 / np.sqrt(1.0 + (I == J))
    ham = ham * np.outer(factor, factor)
    return eps, 0.5 * (ham + ham.T)


def rotated(eta):
    """H with the ++ block diagonal, so that the first basis state is Phi."""
    ham = pair_matrix(eta * exponents(N), Z)[1]
    u = eigh(ham[:NPP, :NPP])[1]
    ham[:NPP, :] = u.T @ ham[:NPP, :]
    ham[:, :NPP] = ham[:, :NPP] @ u
    return 0.5 * (ham + ham.T)


def detunings(eta):
    ham = rotated(eta)
    return eigvalsh(ham[1:, 1:]) - ham[0, 0]


# --- repulsion integrals against nested quadrature
def repulsion_quad(a, p, b, q):
    def f(r):
        return r**a * np.exp(-p * r * r)

    def integrand(s):
        inside = quad(f, 0, s)[0] / s
        outside = quad(lambda r: f(r) / r, s, 12)[0]
        return s**b * np.exp(-q * s * s) * (inside + outside)
    return quad(integrand, 0, 12)[0]


for value, (a, b) in zip(coulomb(1.3, 0.7), ((2, 2), (2, 4), (4, 4))):
    assert abs(value / repulsion_quad(a, 1.3, b, 0.7) - 1) < 1e-6

# --- angular spinors of the small component give spin-diagonal monopole density
th, ph = sp.symbols("theta phi", real=True)
half = sp.Rational(1, 2)
spinors = []
for mj in (half, -half):
    parts = []
    for ms in (half, -half):
        ml = int(mj - ms)
        y = sp.Ynm(1, ml, th, ph).expand(func=True) if abs(ml) <= 1 else 0
        term = clebsch_gordan(1, half, half, ml, ms, mj) * y
        parts.append(complex(sp.N(term.subs({th: 0.7, ph: 1.1}))))
    spinors.append(parts)
spinors = np.array(spinors)
assert np.allclose(spinors.conj() @ spinors.T, np.eye(2) / (4 * np.pi), atol=1e-10)

# --- bare pairs near 2*eps_1s multiply when the basis is refined
counts = []
for n in (8, 12, 16):
    h, s, _ = one_electron(exponents(n), Z)
    e = eigh(h, s, eigvals_only=True)
    bare = e[:n, None] + e[None, n:] - 2 * e[n]
    counts.append(int(np.sum(np.abs(bare) < c**2)))
assert counts[0] < counts[1] < counts[2]

# --- untuned basis
lam, vec = eigh(rotated(1.0))
index_untuned = int(np.argmax(vec[0] ** 2))
weight_untuned = vec[0, index_untuned] ** 2
lowest_full = lam[0]
assert index_untuned >= N * (N + 1) // 2 and weight_untuned > 0.9
assert lowest_full < -4 * c**2

# --- scan the scale factor over one exponent ratio and locate all crossings
ratio = exponents(N)[1] / exponents(N)[0]
grid = np.geomspace(1.0, ratio, 21)
scan = np.array([detunings(x) for x in grid])
crossings = []
for g in range(len(grid) - 1):
    for k in np.where(scan[g] * scan[g + 1] < 0)[0]:
        root = brentq(lambda x: detunings(x)[k], grid[g], grid[g + 1], xtol=1e-12)
        ham = rotated(root)
        states = eigh(ham[1:, 1:])[1]
        crossings.append((abs(ham[0, 1:] @ states[:, k]), root, int(k)))
assert crossings
v, eta0, level = max(crossings)

# --- anatomy of the selected crossing
ham = rotated(eta0)
E0 = ham[0, 0]
omega, states = eigh(ham[1:, 1:])
v_all = ham[0, 1:] @ states
others = np.arange(len(omega)) != level
shift = np.sum(v_all[others] ** 2 / (E0 - omega[others]))
chi2 = states[:, level] ** 2
pair_weight = np.sum(chi2[n_negative[1:] == 1])
top = int(np.argmax(chi2)) + 1
eps, raw = pair_matrix(eta0 * exponents(N), Z)
eps_n, eps_p = eps[I[top]], eps[J[top]]
e1s, e2s = eps[N], eps[N + 1]
J1s = raw[0, 0] - 2 * e1s
pair_repulsion = raw[top, top] - eps_n - eps_p
assert n_negative[top] == 1 and pair_weight > 0.9
assert eps[N - 1] < -2 * c**2 < e1s

# --- one-electron levels and 1s repulsion against exact Dirac results
g1 = np.sqrt(1 - (Z / c) ** 2)
exact = [c**2 * (1 / np.sqrt(1 + (Z / c / (n - 1 + g1)) ** 2) - 1) for n in (1, 2)]
assert abs(e1s / exact[0] - 1) < 1e-3 and abs(e2s / exact[1] - 1) < 3e-3
J_exact = 2 * Z * quad(
    lambda x: 2 * x ** (2 * g1 - 1) * np.exp(-x) / gamma(2 * g1 + 1)
    * gammainc(2 * g1 + 1, x), 0, 60)[0]
assert abs(J1s / J_exact - 1) < 2e-3

# --- full diagonalization through the resonance
step = 1e-6
slope = (detunings(eta0 + step)[level] - detunings(eta0 - step)[level]) / (2 * step)


def doublet(t):
    """Energies and Phi weights of the two full states nearest to E0."""
    full = rotated(eta0 + t / slope)
    val, y = eigh(full)
    idx = np.sort(np.argsort(np.abs(val - full[0, 0]))[:2])
    return full[0, 0], val[idx], y[0, idx] ** 2


best = minimize_scalar(lambda t: np.diff(doublet(t)[1])[0], method="bounded",
                       bounds=(shift - 5 * v, shift + 5 * v),
                       options={"xatol": 1e-4 * v})
splitting = best.fun
weights_res = doublet(best.x)[2]
assert abs(splitting / (2 * v) - 1) < 0.01
assert abs(best.x - shift) < 0.1 * v
assert np.all(np.abs(weights_res - 0.5) < 0.02)
rows = []
for x in (-6 * v, -v, v, 6 * v):
    e_proj, val, wt = doublet(shift + x)
    predicted = 0.5 * (1 + x / np.sqrt(x * x + 4 * v * v))
    assert abs(wt[0] - predicted) < 0.02
    rows.append((x, val[0] - E0, val[1] - E0, wt[0], wt[1], e_proj))
drift = abs(rows[-1][5] - rows[0][5])
assert drift < 0.01 * splitting

# --- the projected spectrum is isolated from below and from above
projected = eigvalsh(raw[:NPP, :NPP])
gap = projected[1] - projected[0]
gap_bound = e2s - e1s - J1s
below = int(np.sum(eigvalsh(raw) < E0 - 10 * v))
assert gap >= gap_bound > 0 and below >= N * (N + 1) // 2

# --- the no-pair energy depends on the field that defines the projector
screened = eigvalsh(pair_matrix(eta0 * exponents(N), Z - 5 / 16)[1][:NPP, :NPP])
free = eigvalsh(pair_matrix(eta0 * exponents(N), 0.0)[1][:NPP, :NPP])
d_screened, d_free = screened[0] - E0, free[0] - E0
assert abs(d_free) > abs(d_screened) > 1e-7

print(f"nuclear charge Z = {Z}, exponents N = {N}, c = {c:.6f} a.u.")
print(f"unscaled exponents from {A_MIN:.0f} to {A_MAX:.0f} bohr^-2, ratio {ratio:.4f}")
print(f"2c^2 = {2 * c**2:.3f} hartree")
print(f"pair states: ++ {NPP}, +- {N * N}, -- {len(I) - NPP - N * N}")
print("bare +- pairs within c^2 of 2*eps_1s for N = 8, 12, 16:", *counts)
print("UNTUNED BASIS, eta = 1")
print(f"unprojected levels below the bound-like one: {index_untuned}")
print(f"weight of Phi in the bound-like level: {weight_untuned:.8f}")
print(f"lowest unprojected level: {lowest_full:.1f} hartree")
print("TUNED BASIS")
print(f"crossings found in the scan: {len(crossings)}")
print(f"weakest and strongest |v|: {min(crossings)[0]:.3e}, {v:.3e} hartree")
print(f"selected scale factor eta = {eta0:.10f}")
print(f"eps_1s = {e1s:.4f} hartree (exact Dirac {exact[0]:.4f})")
print(f"eps_2s = {e2s:.4f} hartree (exact Dirac {exact[1]:.4f})")
print(f"1s-1s repulsion J = {J1s:.4f} hartree (exact density {J_exact:.4f})")
print(f"2*eps_1s = {2 * e1s:.4f} hartree")
print(f"2*eps_1s + J = {2 * e1s + J1s:.4f} hartree")
print(f"no-pair energy E0 = {E0:.6f} hartree = {E0 * EV:.2f} eV")
print(f"dominant pair: eps_p = {eps_p:.3f}, eps_n = {eps_n:.3f} hartree")
print(f"bare pair energy eps_p + eps_n = {eps_p + eps_n:.3f} hartree")
print(f"diagonal repulsion in that pair = {pair_repulsion:.3f} hartree")
print(f"weight of that pair in the crossing level = {chi2[top - 1]:.4f}")
print(f"total +- weight of the crossing level = {pair_weight:.6f}")
print(f"pair-level slope d(omega-E0)/d(eta) = {slope:.2f} hartree")
print(f"shift of resonance by other levels = {shift:.4e} hartree")
print(f"resonance position from full H = {best.x:.4e} hartree")
print(f"predicted splitting 2|v| = {2 * v:.6e} hartree")
print(f"splitting from full H = {splitting:.6e} hartree = {splitting * EV:.4e} eV")
print(f"Phi weights at resonance: {weights_res[0]:.4f}, {weights_res[1]:.4f}")
print("detuning, lower-E0, upper-E0 (hartree), Phi weight lower, upper")
for x, lo, up, wl, wu, _ in rows:
    print(f"  {x:+.4e} {lo:+.4e} {up:+.4e} {wl:.4f} {wu:.4f}")
print(f"change of E0 over these detunings = {drift:.2e} hartree")
print("PROJECTION")
print(f"unprojected levels below the resonant doublet: {below}")
print(f"projected levels below E0: {int(np.sum(projected < E0 - 1e-6))}")
print(f"projected gap E1-E0 = {gap:.4f} hartree, lower bound {gap_bound:.4f}")
print(f"E0 change, projector of field Z-5/16: {d_screened:+.3e} hartree")
print(f"E0 change, free-electron projector: {d_free:+.3e} hartree")
print("all good")
```

Output:

```
nuclear charge Z = 32, exponents N = 12, c = 137.035999 a.u.
unscaled exponents from 10 to 1000000 bohr^-2, ratio 2.8480
2c^2 = 37557.730 hartree
pair states: ++ 78, +- 144, -- 78
bare +- pairs within c^2 of 2*eps_1s for N = 8, 12, 16: 5 14 24
UNTUNED BASIS, eta = 1
unprojected levels below the bound-like one: 187
weight of Phi in the bound-like level: 1.00000000
lowest unprojected level: -810749.2 hartree
TUNED BASIS
crossings found in the scan: 7
weakest and strongest |v|: 2.404e-04, 1.802e-02 hartree
selected scale factor eta = 1.3217335448
eps_1s = -519.1614 hartree (exact Dirac -519.1768)
eps_2s = -130.1768 hartree (exact Dirac -130.2459)
1s-1s repulsion J = 20.4144 hartree (exact density 20.4160)
2*eps_1s = -1038.3227 hartree
2*eps_1s + J = -1017.9083 hartree
no-pair energy E0 = -1018.039986 hartree = -27702.28 eV
dominant pair: eps_p = 53489.415, eps_n = -54580.475 hartree
bare pair energy eps_p + eps_n = -1091.060 hartree
diagonal repulsion in that pair = 73.012 hartree
weight of that pair in the crossing level = 1.0000
total +- weight of the crossing level = 1.000000
pair-level slope d(omega-E0)/d(eta) = 16216.05 hartree
shift of resonance by other levels = 1.4684e-04 hartree
resonance position from full H = 1.4691e-04 hartree
predicted splitting 2|v| = 3.604074e-02 hartree
splitting from full H = 3.604074e-02 hartree = 9.8072e-01 eV
Phi weights at resonance: 0.5000, 0.5000
detuning, lower-E0, upper-E0 (hartree), Phi weight lower, upper
  -1.0812e-01 -1.1090e-01 +3.0713e-03 0.0257 0.9743
  -1.8020e-02 -2.9011e-02 +1.1284e-02 0.2764 0.7236
  +1.8020e-02 -1.0990e-02 +2.9304e-02 0.7236 0.2764
  +1.0812e-01 -2.7775e-03 +1.1119e-01 0.9743 0.0257
change of E0 over these detunings = 1.79e-07 hartree
PROJECTION
unprojected levels below the resonant doublet: 186
projected levels below E0: 0
projected gap E1-E0 = 376.2186 hartree, lower bound 368.5702
E0 change, projector of field Z-5/16: -2.646e-04 hartree
E0 change, free-electron projector: -4.335e+00 hartree
all good
```
